# The Spectral Projector as a Contour Integral and Its Midpoint-Rule Filter

## Theorem

Let $H$ be a Hermitian $n\times n$ matrix with orthonormal eigenvectors $u_k$ and real eigenvalues $E_k$. Choose a real centre $c$ and a radius $r>0$, and measure each energy from the centre in units of the radius:

$$x=\frac{E-c}{r},\qquad x_k=\frac{E_k-c}{r}.$$

The energy window $c-r<E<c+r$ is then $|x|<1$. Let $C$ be the circle $|\zeta-c|=r$ in the complex energy plane, traversed anticlockwise, and assume that no eigenvalue lies on it.

**(a) Projector.** The contour integral of the resolvent $(\zeta-H)^{-1}$ is the orthogonal projector on the states in the window:

$$P\equiv\frac{1}{2\pi i}\oint_C(\zeta-H)^{-1}\,d\zeta=\sum_{|x_k|<1}u_ku_k^\dagger. \tag{1}$$

**(b) Filter.** Let $N$ be even. The $N$-point midpoint rule in the angle, with nodes

$$z_j=e^{i\theta_j},\qquad \theta_j=\frac{2\pi}{N}\left(j-\tfrac12\right),\qquad j=1,\dots,N, \tag{2}$$

replaces $P$ by

$$f_N(H)=\frac rN\sum_{j=1}^N z_j\,(c+rz_j-H)^{-1}=\sum_k\frac{1}{1+x_k^N}\,u_ku_k^\dagger. \tag{3}$$

**(c) Error.** Let $\delta$ be the largest of the numbers $|x_k|$ for levels inside and $1/|x_k|$ for levels outside. Then $\delta<1$, and in the spectral norm

$$\|f_N(H)-P\|_2=\frac{\delta^N}{1+\delta^N}. \tag{4}$$

The formulas hold in any consistent units. The Hamiltonian of the example is written in atomic units, and its energies are reported in eV. Since $(\zeta-H)^{-1}$ is an inverse energy and $d\zeta$ an energy, $P$ is dimensionless, as a projector must be.

## The projector

**Lemma 1.** If $\zeta$ is not an eigenvalue, then

$$(\zeta-H)^{-1}=\sum_k\frac{u_ku_k^\dagger}{\zeta-E_k}. \tag{5}$$

*Proof.* From $Hu_k=E_ku_k$ we get $(\zeta-H)u_k=(\zeta-E_k)u_k$. Multiplying the right-hand side of (5) from the left by $\zeta-H$ therefore cancels every denominator and leaves $\sum_ku_ku_k^\dagger=1$, the completeness relation. For a square matrix, a right inverse is the inverse. ∎

**Lemma 2.** For $|x|\neq1$,

$$I(x)=\frac1{2\pi}\int_0^{2\pi}\frac{e^{i\theta}}{e^{i\theta}-x}\,d\theta=\begin{cases}1,&|x|<1,\\0,&|x|>1.\end{cases} \tag{6}$$

*Proof.* For $|x|<1$, divide numerator and denominator by $e^{i\theta}$ and expand:

$$\frac{e^{i\theta}}{e^{i\theta}-x}=\frac1{1-xe^{-i\theta}}=\sum_{k=0}^\infty x^ke^{-ik\theta}. \tag{7}$$

The terms are bounded by $|x|^k$, whose sum converges, so the series may be integrated term by term. The integral of $e^{-ik\theta}$ over a full turn is $2\pi$ for $k=0$ and zero for any other integer $k$. What remains is $I=1$.

For $|x|>1$, take $-x$ out of the denominator instead:

$$\frac{e^{i\theta}}{e^{i\theta}-x}=-\frac{e^{i\theta}/x}{1-e^{i\theta}/x}=-\sum_{k=1}^\infty x^{-k}e^{ik\theta}. \tag{8}$$

This series has no constant term, so $I=0$. ∎

*Proof of (a).* Put $\zeta=c+re^{i\theta}$. Then $d\zeta=ire^{i\theta}d\theta$ and $\zeta-E_k=r(e^{i\theta}-x_k)$. By Lemma 1, the coefficient of $u_ku_k^\dagger$ in the contour integral is

$$\frac1{2\pi i}\int_0^{2\pi}\frac{ire^{i\theta}}{r(e^{i\theta}-x_k)}\,d\theta=I(x_k).$$

The factors $i$ and $r$ cancel, and Lemma 2 gives one inside the window and zero outside. Orthonormality, $u_k^\dagger u_l=\delta_{kl}$, gives $P^2=P$, and each term $u_ku_k^\dagger$ is Hermitian, so $P^\dagger=P$. ∎

**Remark 1.** Applied to a vector, $P$ keeps the components in the window and removes the others, including states of lower energy. This makes interior eigenvalues accessible without first computing the levels below them. The price is a set of linear systems with complex energy shifts.

## The midpoint rule

The midpoint rule divides $[0,2\pi]$ into $N$ equal intervals and evaluates the integrand at their centres $\theta_j$:

$$\int_0^{2\pi}g(\theta)\,d\theta\approx\frac{2\pi}N\sum_{j=1}^Ng(\theta_j).$$

Applied to (6), it gives the scalar filter

$$f_N(x)=\frac1N\sum_{j=1}^N\frac{z_j}{z_j-x}. \tag{9}$$

**Lemma 3.** For every integer $N\ge1$ and every complex $x$ that is not a node,

$$f_N(x)=\frac1{1+x^N}. \tag{10}$$

*Proof.* The nodes satisfy

$$z_j^N=e^{2\pi i(j-1/2)}=e^{2\pi ij}e^{-i\pi}=-1.$$

They are $N$ different points, so they are all the roots of $q(x)=x^N+1$, and each root is simple. Consider

$$s(x)=\sum_{j=1}^N\frac1{q'(z_j)}\prod_{l\ne j}(x-z_l). \tag{11}$$

Since $q(x)=\prod_l(x-z_l)$, its derivative at a root is $q'(z_j)=\prod_{l\ne j}(z_j-z_l)$. At $x=z_j$ the $j$th term of $s$ is thus one, and every other term contains the factor $z_j-z_j=0$. Hence $s-1$ has $N$ different zeros. Its degree is at most $N-1$, so it vanishes identically and $s(x)=1$. Dividing by $q(x)$ gives

$$\frac1{1+x^N}=\sum_{j=1}^N\frac1{q'(z_j)}\,\frac1{x-z_j}. \tag{12}$$

The derivative follows from $z_j^N=-1$:

$$q'(z_j)=Nz_j^{N-1}=\frac{Nz_j^N}{z_j}=-\frac N{z_j}.$$

Inserting it, and absorbing the minus sign by reversing the denominator, we find

$$\frac1{1+x^N}=\sum_j\left(-\frac{z_j}N\right)\frac1{x-z_j}=\frac1N\sum_j\frac{z_j}{z_j-x}.\qquad∎$$

*Proof of (b).* For even $N$ no node is real, because $\theta_j=\pi$ would require $j=(N+1)/2$, which is not an integer, and $\theta_j=0$ does not occur. Every matrix in (3) is therefore invertible. By Lemma 1, the coefficient of $u_ku_k^\dagger$ in the sum is

$$\frac rN\sum_j\frac{z_j}{c+rz_j-E_k}=\frac rN\sum_j\frac{z_j}{r(z_j-x_k)}=f_N(x_k),$$

and Lemma 3 gives (3). ∎

**Remark 2 (the half step matters).** Suppose the nodes start at angle zero, $w_j=e^{2\pi ij/N}$. Then $w_j^N=1$, the polynomial is $x^N-1$, and its derivative at a node is $N/w_j$. The same partial fractions give

$$\frac1{x^N-1}=\frac1N\sum_j\frac{w_j}{x-w_j}
\quad\Longrightarrow\quad
\frac1N\sum_j\frac{w_j}{w_j-x}=\frac1{1-x^N}.$$

This has a pole at the upper window edge $x=1$ and, for even $N$, another at the lower edge $x=-1$. Midpoint nodes with odd $N$ have a similar defect: $j=(N+1)/2$ gives $z_j=-1$, a pole at the lower edge. With midpoint nodes and even $N$, the filter on the real axis satisfies $0<f_N\le1$ and equals $1/2$ at both edges.

**Remark 3 (where the error comes from).** For $|x|<1$, expand (9) as in (7):

$$f_N(x)=\sum_{k=0}^\infty x^kM_k,\qquad M_k=\frac1N\sum_{j=1}^Nz_j^{-k}.$$

Here $z_j^{-k}=e^{i\pi k/N}e^{-2\pi ijk/N}$. If $k$ is not a multiple of $N$, the sum over $j$ is a full geometric cycle and vanishes. If $k=mN$, each term is $(z_j^N)^{-m}=(-1)^m$. Thus

$$f_N(x)=1-x^N+x^{2N}-\cdots .$$

The integral retains the harmonic $k=0$ alone. The $N$ sample points cannot distinguish the harmonics $N,2N,\dots$ from a constant, apart from a sign, and these produce the whole error.

**Remark 4 (matrices that are not Hermitian).** The identity $s(x)=1$ is an identity between polynomials, so $x$ may be replaced by any square matrix $A$. If no eigenvalue of $A$ is a node, $q(A)=1+A^N$ is invertible. Multiplying by its inverse turns each product in (11) into $(A-z_j)^{-1}$, and

$$\frac1N\sum_jz_j(z_j-A)^{-1}=(1+A^N)^{-1}.$$

No eigenvector basis is needed; the program tests this on a matrix that has none. Result (4), by contrast, uses the orthonormal eigenvectors of a Hermitian matrix.

## Error and cost

*Proof of (c).* The matrix $f_N(H)-P$ is diagonal in the basis $u_k$, so its spectral norm is the largest modulus of its diagonal entries. For real $x$ and even $N$, $x^N=|x|^N$. The two kinds of entry have moduli

$$1-f_N=\frac{|x|^N}{1+|x|^N}\ \text{(inside)},\qquad
f_N=\frac1{1+|x|^N}=\frac{|x|^{-N}}{1+|x|^{-N}}\ \text{(outside)}.$$

Both have the form $g(s)=s^N/(1+s^N)$, with $s=|x|$ inside and $s=1/|x|$ outside. Since $g(s)=1-1/(1+s^N)$ increases with $s\geq0$, the maximum occurs at $s=\delta$. ∎

For a target error $0<\epsilon<1/2$, the condition $\delta^N/(1+\delta^N)\le\epsilon$ is equivalent to $\delta^N\le\epsilon/(1-\epsilon)$. Taking logarithms, with $\ln\delta<0$, gives

$$N\ge\frac{\ln[(1-\epsilon)/\epsilon]}{\ln(1/\delta)}. \tag{13}$$

If the critical level lies a small energy $d\ll r$ from an edge, then $\delta\simeq1-d/r$ on either side and $\ln(1/\delta)\simeq d/r$. For small $\epsilon$ the number of nodes grows as $(r/d)\ln(1/\epsilon)$. At $d=0$, with the level exactly on an edge, the method fails to decide: the level has filter value $1/2$ for every even $N$, and the integral (1) is undefined.

**Remark 5 (conditioning).** All eigenvalues are real, so the distance from the shift $c+rz_j$ to any of them is at least $r|\sin\theta_j|$. By (5), the norm of the inverse is at most $1/(r|\sin\theta_j|)$. The nodes nearest the real axis have $|\sin\theta_j|=\sin(\pi/N)$. A larger $N$ sharpens the filter but brings some shifts closer to the real axis, which weakens this bound. The norm itself does not grow without limit: since $|z_j|=1$, the triangle inequality gives $|z_j-x_k|\ge\big||x_k|-1\big|$, so for every $N$ each shift stays at least as far from the spectrum as the nearest level is from a window edge.

**Remark 6 (half the solves).** From (2), $\theta_{N+1-j}=2\pi-\theta_j$, so $z_{N+1-j}=z_j^*$. If $H$ is real symmetric and $Y$ is a real block of vectors, conjugate nodes give conjugate contributions, and

$$f_N(H)Y=\frac{2r}N\,\mathrm{Re}\sum_{j=1}^{N/2}z_j(c+rz_j-H)^{-1}Y. \tag{14}$$

Each column needs $N/2$ complex linear solves.

## Using a moderate filter repeatedly

Let $m$ levels lie in the window. Start with $m$ independent columns $Y_0$, apply $f_N(H)$, orthonormalize, and repeat. Diagonalizing $H$ within the resulting subspace gives the Ritz energies.

**Proposition.** Let $\kappa$ be the largest filter value outside the window, attained by a single level $a$. For a generic starting block, the distance of a wanted eigenvector $u_i$ from the subspace shrinks asymptotically by the factor $\kappa/f_N(x_i)$ per step. If $E_i$ is nondegenerate, its Ritz energy error shrinks by the square of this factor.

*Proof.* Collect the wanted eigenvectors in $U_w$ and the others in $U_o$, and write $Y_0=U_wA+U_oB$. Let $D_w$ and $D_o$ be the diagonal matrices of their filter values. Orthonormalization does not change the span, so after $p$ steps the subspace is spanned by

$$f_N(H)^pY_0=U_wD_w^pA+U_oD_o^pB.$$

Generic means that $A$ is invertible and that the row of $BA^{-1}$ for level $a$ has no zero entry. Multiplication from the right by $A^{-1}D_w^{-p}$ leaves the span unchanged and gives the basis

$$V=U_w+U_oW,\qquad W_{ki}=\left(\frac{f_N(x_k)}{f_N(x_i)}\right)^p(BA^{-1})_{ki}. \tag{15}$$

Wanted filter values exceed $1/2$ and unwanted ones are below it, so $W\to0$.

Let $e_i$ be the $i$th unit vector and $S=W^\dagger W$. The squared distance from $u_i$ to a vector $Vb$ is $|e_i-b|^2+b^\dagger Sb$. It is stationary at $b=(1+S)^{-1}e_i$, where its value is

$$1-e_i^\dagger(1+S)^{-1}e_i=[S(1+S)^{-1}]_{ii}\simeq S_{ii}=\sum_k|W_{ki}|^2.$$

The relative correction is of order $\|W\|^2$. Level $a$ dominates the sum at large $p$, which gives the first factor.

For the energies, let $\Lambda_w$ and $\Lambda_o$ be the diagonal matrices of wanted and unwanted energies. The Ritz energies $\mu$ solve

$$(\Lambda_w+W^\dagger \Lambda_oW)b=\mu(1+W^\dagger W)b.$$

To leading order in $W$, the vector $b$ is $e_i$ and

$$\mu_i-E_i\simeq\sum_k(E_k-E_i)|W_{ki}|^2. \tag{16}$$

Couplings to other wanted levels enter through squared off-diagonal elements of order $|W_{ki}|^2|W_{kj}|^2$, and are smaller by a relative order $\|W\|^2$. The dominant term of (16) shrinks by the squared factor. ∎

Equation (16) also shows that interior Ritz energies need not lie above the exact ones: contamination from a lower state pulls them down.

## Worked example

Consider one electron in a hard-wall box of length 20.0 angstrom, with a linear potential energy of slope 0.1 eV/angstrom that vanishes at the centre. With grid spacing $h$, the three-point form of $-\tfrac12d^2/ds^2+v(s)$ in atomic units has diagonal elements $1/h^2+v(s_l)$ and neighbour elements $-1/(2h^2)$. A spacing of 0.1 angstrom leaves $20.0/0.1-1=199$ interior points. The energies below are eigenvalues of this matrix; refining the grid towards the continuum limit raises levels 10, 11 and 12 by about 0.019, 0.028 and 0.040 eV, so the digits shown belong to this grid.

The window has centre 11.0 eV and radius 3.0 eV, so it runs from 8 to 14 eV. Counting from the lowest level, the program finds for $N=8$:

| Level | Energy (eV) | $x$ | $f_8$ |
|---|---|---|---|
| 9 | 7.613 | −1.1291 | 0.2746 |
| 10 | 9.390 | −0.5366 | 0.9932 |
| 11 | 11.354 | 0.1179 | 1.0000 |
| 12 | 13.503 | 0.8344 | 0.8098 |
| 13 | 15.837 | 1.6124 | 0.0214 |

For level 12, $x=(13.503-11)/3=0.834$ and $x^8=0.235$, so $f_8=1/1.235=0.810$. Level 9 lies just outside and still passes with weight 0.275.

**Error of one application.** Level 9 gives $1/|x|=0.88565$ (from the unrounded $x$), which exceeds the 0.8344 of level 12. Hence $\delta=0.88565$, and (4) gives the norm error 0.275 for $N=8$. It falls to 0.125 for $N=16$ and 0.020 for $N=32$. For $\epsilon=10^{-6}$, equation (13) gives

$$N\ge\frac{13.816}{0.1214}\simeq113.8,$$

so the smallest sufficient even number is 114. The filter built from linear solves has error $9.7\times10^{-7}$ there and $1.24\times10^{-6}$ at $N=112$.

By Remark 5, the smallest distance of a shift from the real axis is $3\sin(\pi/8)=1.15$ eV for $N=8$, but $3\sin(\pi/114)=0.083$ eV for $N=114$. The second number understates the distance to the spectrum, which cannot fall below the distance of level 9 from the lower edge, $8-7.613=0.387$ eV.

**Counting levels.** The trace of $P$ is the number of levels inside, here 3. The trace of the filter is 3.120, 3.074 and 3.017 for $N=8$, 16 and 32. At $N=8$ it is closer to an integer than the norm error suggests, because the missing weight of the inside levels, about 0.197, partly offsets the leaked weight of the outside levels, about 0.317.

**Repeated filtering.** With $N=8$ and three columns, $\kappa=0.2746$ comes from level 9. The predicted contraction for level 12 is $0.2746/0.8098=0.339$ per step; for levels 10 and 11 it is 0.276 and 0.275. The measured factors agree to the digits shown. The energy error of level 12 should shrink by $0.339^2=0.115$, which is also the measured value between steps 6 and 7.

After ten steps from one random starting block, the largest absolute difference between a Ritz energy and the value from direct diagonalization of the same matrix is $2.0\times10^{-8}$ eV. This figure depends strongly on the starting block through $BA^{-1}$ in (15): over 200 random blocks it ranges from about $3\times10^{-12}$ to $3\times10^{-4}$ eV, with a median of $3\times10^{-9}$ eV. By (14), these steps use four shifted matrices, which stay the same throughout, whereas a single filter with $N=114$ needs 57. The two are not equally accurate: by (15), ten steps suppress the admixture of level 9 in level 12 by $0.339^{10}\approx2\times10^{-5}$, and one application with $N=114$ suppresses it by about $10^{-6}$. Matching the latter takes 13 steps, that is 52 solves per column against 57, so with exactly three columns the saving lies in the number of distinct matrices rather than in the number of solves. A fourth column changes this: level 9 then counts among the captured levels in (15), the contraction for level 12 becomes $0.0214/0.8098=0.026$ per step, and about four steps, 64 solves in all against $3\times57=171$, reach the same suppression. The three interior levels are

- level 10: 9.390 eV (0.3451 hartree);
- level 11: 11.354 eV (0.4172 hartree);
- level 12: 13.503 eV (0.4962 hartree).

The numerical check also evaluates the integral (1) by Gauss–Legendre quadrature, independently of the midpoint rule. The result differs from the projector built from eigenvectors by at most $2.1\times10^{-15}$ in any matrix entry.

## Table of computed values

```
Box length: 20.0 angstrom
Grid spacing: 0.1 angstrom
Interior grid points: 199
Potential slope: 0.1 eV/angstrom
Window centre: 11.0 eV
Window radius: 3.0 eV
Levels inside the window: 3
Level number, energy (eV), scaled x, filter value for N = 8:
    8    6.0221 eV  -1.6593  0.01710
    9    7.6127 eV  -1.1291  0.27458
   10    9.3901 eV  -0.5366  0.99317
   11   11.3538 eV   0.1179  1.00000
   12   13.5031 eV   0.8344  0.80979
   13   15.8373 eV   1.6124  0.02142
   14   18.3558 eV   2.4519  0.00076
Contour integral minus projector, largest entry: 2.1e-15
delta: 0.88565
N, norm of filter minus projector, trace of filter:
    8 0.274585 3.12032
   16 0.125322 3.07377
   32 0.020116 3.01708
Target norm error: 1e-06
Smallest sufficient even N: 114
Norm error at that N: 9.723e-07
Norm error at N two lower: 1.240e-06
Subspace iteration: N = 8, block size 3
Level, measured and predicted vector contraction per step:
   10 0.27647 0.27647
   11 0.27458 0.27458
   12 0.33908 0.33908
Slowest level, measured energy-error factor, step 6 to 7: 0.1150
Slowest level, predicted factor squared: 0.1150
Largest Ritz energy error after 10 steps: 2.0e-08 eV
Ritz energies after the last step:
  level 10: 9.3901 eV = 0.345081 hartree
  level 11: 11.3538 eV = 0.417246 hartree
  level 12: 13.5031 eV = 0.496230 hartree
```
